# Fermi-function periodicity and the density-matrix contour enclosing N Matsubara poles

A density matrix can be obtained from a Green function by integrating over energy, without computing eigenstates. Done along the real axis, the integral is nearly useless numerically. For a finite system the Green function has a pole at every level, and a quadrature with a modest number of points misses most of them. Adding a finite imaginary part to the energy smooths the integrand but also broadens the levels, so a different quantity is computed. The integration path has to move away from the levels without changing the value of the integral. The Fermi function makes this possible: it repeats itself at regular intervals in the imaginary direction, and the poles met on the way are known.

Let $H$ be a finite Hermitian matrix in an orthonormal basis, with eigenvalues $\varepsilon_n$ and eigenvectors $|n\rangle$. For one spin channel of independent electrons, at chemical potential $\mu$ and temperature $T$, define

$$
\rho=f(H)=\sum_n f(\varepsilon_n)|n\rangle\langle n|,\qquad
f(z)=\frac{1}{1+e^{(z-\mu)/kT}},\qquad
G(z)=(z-H)^{-1}=\sum_n\frac{|n\rangle\langle n|}{z-\varepsilon_n}.
$$

Just above and just below the real axis, $1/(x\pm i0)=P(1/x)\mp i\pi\delta(x)$, where $P$ denotes the principal value. Subtracting the two cases removes the principal value and leaves $-2\pi i\,\delta(x)$. Therefore

$$
\frac{i}{2\pi}\left[G(E+i0)-G(E-i0)\right]=\sum_n\delta(E-\varepsilon_n)|n\rangle\langle n| .
$$

Multiply by $f(E)$ and integrate from a real energy $E_b$ below all eigenvalues. Nothing is lost at the lower limit, because the delta functions all lie above it. Since $G(E-i0)=G(E+i0)^\dagger$ and $f(E)$ is real,

$$
\rho=\frac{i}{2\pi}\left(I-I^\dagger\right),\qquad
I=\int_{E_b}^{\infty}f(E)\,G(E+i0)\,dE .
$$

If $H$ is real and symmetric, $G$ is symmetric too, so $I^\dagger=I^*$ and $\rho=-\mathrm{Im}\,I/\pi$ element by element. For complex $H$, as in a magnetic field, the form with $I^\dagger$ is needed.

Now shift the argument of $f$ by $2\pi iNkT$, with $N$ a positive integer. The exponential acquires the factor $e^{2\pi iN}=1$, so

$$
f(E+2\pi iNkT)=\frac{1}{1+e^{(E-\mu)/kT}e^{2\pi iN}}=f(E).
$$

On a horizontal line at this height the Fermi function is real and has its usual step. The height matters: a shift by an odd multiple of $i\pi kT$ gives the factor $-1$ instead, and $f$ becomes $-1/(e^{(E-\mu)/kT}-1)$, which diverges at $E=\mu$.

The poles of $f$ satisfy $e^{(z-\mu)/kT}=-1$. The numbers whose exponential is $-1$ are the odd multiples of $i\pi$, so the poles, called Matsubara poles, are

$$
z_j=\mu+i\omega_j,\qquad \omega_j=(2j-1)\pi kT,
$$

with integer $j$. Put $z=z_j+\delta$. Then $1+e^{(z-\mu)/kT}=1-e^{\delta/kT}=-\delta/kT+O(\delta^2)$, hence $f\simeq-kT/\delta$, and each residue is $-kT$. Let $Y=2\pi NkT$. The condition $0<\omega_j<Y$ means $\tfrac12<j<N+\tfrac12$, so the poles between the real axis and the line are those with $j=1,\dots,N$. The line runs midway between poles $N$ and $N+1$, at distance $\pi kT$ from each.

Take $E_b$ below $\mu$ as well, and consider the rectangle with corners $E_b$, $R$, $R+iY$ and $E_b+iY$, traversed counterclockwise. Its lower side passes just above the eigenvalues, so $G$ is analytic inside. The enclosed singularities are the $N$ poles of $f$, where $fG$ has residue $-kT\,G(z_j)$. The top side is traversed from right to left and the left side downward, so both enter with a minus sign when written as integrals in the increasing direction:

$$
\int_{E_b}^{R}f(E)G(E+i0)\,dE+K_R-\int_{E_b}^{R}f(E+iY)G(E+iY)\,dE
-i\int_0^Y f(E_b+iy)G(E_b+iy)\,dy=-2\pi ikT\sum_{j=1}^N G(z_j).
$$

Here $K_R$ is the right side. On it $|f|\le 1/(e^{(R-\mu)/kT}-1)$ and $\|G\|\le1/(R-\varepsilon_{\max})$, while its length stays $Y$, so $K_R\to0$ as $R\to\infty$. Replacing $f(E+iY)$ by $f(E)$ and solving for the first integral gives

$$
\boxed{I=i\int_0^Y f(E_b+iy)G(E_b+iy)\,dy+\int_{E_b}^{\infty}f(E)G(E+iY)\,dE-2\pi ikT\sum_{j=1}^N G(z_j)} .
$$

In the density matrix, the pole term and its adjoint combine as

$$
\frac{i}{2\pi}(-2\pi ikT)\sum_j\left[G(z_j)+G(z_j)^\dagger\right]
=kT\sum_{j=1}^N\left[G(z_j)+G(z_j)^\dagger\right].
$$

The work of each part is visible for a single level $\varepsilon$. Write $x=\mu-\varepsilon$ and $a=\varepsilon-E_b>0$. Taking $-\mathrm{Im}/\pi$ of the three terms, with $\mathrm{Im}\,[1/(E-\varepsilon+iY)]=-Y/[(E-\varepsilon)^2+Y^2]$ in the second, gives

$$
f(\varepsilon)=-\frac1\pi\mathrm{Re}\int_0^Y\frac{f(E_b+iy)}{iy-a}\,dy
+\frac1\pi\int_{E_b}^{\infty}\frac{f(E)\,Y}{(E-\varepsilon)^2+Y^2}\,dE
+2kT\sum_{j=1}^N\frac{x}{x^2+\omega_j^2}.
$$

The line alone gives the occupation of a level broadened into a Lorentzian of half-width $Y$, counting only the part of the Lorentzian above $E_b$. When $f\simeq1$ at $E_b$, the vertical leg supplies the missing tail below $E_b$, whose weight is $\tfrac12-\arctan(a/Y)/\pi=\arctan(Y/a)/\pi$, and the poles undo the broadening.

The cancellation can be followed explicitly when $T\to0$ at fixed $Y$, which requires $N=Y/(2\pi kT)$ to grow. On the leg $f\to1$, and since $\mathrm{Re}\,[1/(iy-a)]=-a/(a^2+y^2)$, the leg gives $\arctan(Y/a)/\pi$. The line, now ending at $\mu$, gives $[\arctan(x/Y)+\arctan(a/Y)]/\pi$. The pole sum has spacing $2\pi kT$ in $\omega$ and becomes

$$
\frac1\pi\int_0^Y\frac{x}{x^2+\omega^2}\,d\omega=\frac1\pi\arctan\frac Yx .
$$

The two terms containing $a$ add to $1/2$. The two containing $x$ add to $+1/2$ for $x>0$ and $-1/2$ for $x<0$. The total is 1 below the Fermi level and 0 above it. If instead $N$ is held fixed as $T\to0$, then $Y\to0$ and the line falls back onto the levels.

The other limit is $N\to\infty$ at fixed temperature. The line integral then vanishes, because $\|G(E+iY)\|\le1/Y$ and $\int_{E_b}^\infty f\,dE$ is finite. On the leg, set $q=e^{(E_b-\mu)/kT}<1$ and expand $f(E_b+iy)=\sum_{m\ge0}(-q)^m e^{imy/kT}$. Changing $y$ to $-y$ conjugates each integrand, so for $m\ge1$

$$
\mathrm{Re}\int_0^\infty\frac{e^{imy/kT}}{iy-a}\,dy=\frac12\int_{-\infty}^{\infty}\frac{e^{imy/kT}}{iy-a}\,dy=0 .
$$

The last step closes the path in the upper half-plane, where the exponential decays; the pole, at $y=-ia$, is in the lower one. The term $m=0$ gives $-\pi/2$, and the prefactor $-1/\pi$ turns it into $1/2$, even if $f$ differs appreciably from 1 on the leg. What remains is the Matsubara sum

$$
f(\varepsilon)=\frac12+2kT\sum_{j=1}^{\infty}\frac{x}{x^2+\omega_j^2}.
$$

Stopping this sum at $N$ is a poor substitute for the finite contour. The omitted $\omega_j$ are the midpoints of intervals of width $2\pi kT$ that begin at $Y$, so the midpoint rule estimates the remainder as

$$
2kT\sum_{j>N}\frac{x}{x^2+\omega_j^2}\simeq\frac1\pi\int_Y^\infty\frac{x}{x^2+\omega^2}\,d\omega=\frac1\pi\arctan\frac xY .
$$

For $Y\gg|x|$ this is $x/(\pi Y)$, which falls only as $1/N$. The leg and the line replace this long tail by two smooth integrals.

How smooth they are needs care. The line crosses the Fermi level at distance $Y$ from the poles of $G$, but the step of $f$ is as sharp there as on the real axis. An ordinary quadrature must still resolve a width of order $kT$. The remedy is a Gauss rule whose weight function is $f$ itself. Cut the line at an energy $E_c$ where $f$ is negligible, and let $p_n$ be the polynomial of degree $n$ orthogonal, with weight $f$ on $[E_b,E_c]$, to all lower degrees. The nodes are its zeros, and the weights are fixed by integrating the interpolating polynomial. Any polynomial of degree at most $2n-1$ can be written $up_n+r$, with $u$ and $r$ of degree below $n$. The first part integrates to zero by orthogonality and vanishes at the nodes; the second is integrated correctly by interpolation. The rule is therefore exact through degree $2n-1$. Applied to the square of a Lagrange interpolation polynomial, it also shows that the weights are positive.

For the Green function, map the interval to $s\in[-1,1]$, with midpoint $c$ and half-length $h$. A level then appears as a factor $1/(s_0-s)$, up to a constant, with $s_0=(\varepsilon-iY-c)/h$. Let $\zeta=s_0+\sqrt{s_0^2-1}$, with the root chosen so that $|\zeta|>1$; then $\zeta+1/\zeta=2s_0$. With $s=\cos\theta$ and Chebyshev polynomials $T_k(s)=\cos k\theta$, summing two geometric series gives

$$
1+2\sum_{k\ge1}\zeta^{-k}T_k(s)=\frac{\zeta-1/\zeta}{\zeta+1/\zeta-2s}
=\frac{\sqrt{s_0^2-1}}{s_0-s}.
$$

The Gauss rule makes no error in the terms with $k\le2n-1$. In the others $|T_k|\le1$, and the positive weights add up to $\int f\,dE$, so the error is bounded by a constant times $|\zeta|^{-2n}$. Curves of constant $|\zeta|$ are ellipses around the interval. The smallest one that reaches down to depth $Y/h$ touches it below the midpoint, so for every level

$$
|\zeta|\ge \frac Yh+\sqrt{1+\frac{Y^2}{h^2}} .
$$

The height should thus be compared with the length of the integration interval, which grows if $E_b$ is placed needlessly far below the levels. Placing $E_b$ very close to the lowest level has the opposite cost: the leg then starts next to a pole of $G$ and needs more points. Once $Y$ is fixed, the sharpness of the Fermi step no longer limits the line quadrature, so lowering the temperature costs no extra line points. The temperature still sets the number of poles, and because $E_c$ lies a fixed multiple of $kT$ above $\mu$, a higher temperature lengthens the interval and slows the convergence.

As an example with round model parameters, take a ring of 60 sites with nearest-neighbour hopping of magnitude $t=0.05$ Ha, entering $H$ as $-te^{\pm0.05i}$ for the two directions of each bond. One site has energy $-0.05$ Ha and the others zero. Let $\mu=0.01$ Ha and $kT=0.001$ Ha, or about 316 K. An eigenvalue differs from some diagonal element by at most the sum of the magnitudes of the other elements in that row, as follows from the eigenvalue equation at the largest component of its eigenvector. No level can therefore lie below $-0.05-2(0.05)=-0.15$ Ha, and $E_b=-0.20$ Ha is safe. With $N=10$,

$$
Y=2\pi(10)(0.001\ \mathrm{Ha})=0.0628\ \mathrm{Ha}.
$$

The leg is integrated with 12 Gauss–Legendre points. The line has 16 points of the Fermi-weighted rule, cut at $E_c=\mu+40kT=0.05$ Ha. Together with the poles this makes $12+16+10=38$ evaluations of $G$. The electron number, the trace of $\rho$, is

$$
6.57546\ (\text{leg})+25.16737\ (\text{line})+0.26690\ (\text{poles})=32.00974 ,
$$

where each number is rounded separately, so the rounded parts add to one unit less in the last digit. Diagonalization gives the same total to these digits. The pole part is small because levels below and above $\mu$ contribute with opposite signs, not because each contribution is small. The largest error in the occupation of any eigenstate is $2.0\times10^{-8}$, on a scale where a full level counts as 1.

The element of $\rho$ between the impurity and its neighbour is $0.2674+0.0140i$. The elementwise expression $-\mathrm{Im}\,I/\pi$ is real and cannot reproduce it; over the whole matrix its largest error is 0.0195.

Keeping 16 line points and changing only the height shows what the distance from the axis buys. The errors below are measured in the same way.

| $N$ | $Y$ (Ha) | error |
|---:|---:|---:|
| 1 | 0.0063 | $3.1\times10^{-1}$ |
| 2 | 0.0126 | $4.1\times10^{-2}$ |
| 5 | 0.0314 | $1.4\times10^{-4}$ |
| 10 | 0.0628 | $2.0\times10^{-8}$ |

At $N=10$, 16 ordinary Gauss–Legendre points on the same line leave an error of $7.0\times10^{-3}$, because they must also represent the step. The Matsubara sum stopped at ten terms is off by as much as 0.348. That is the arctangent estimate for the lowest level, at $-0.1118$ Ha: $\arctan(0.1218/0.0628)/\pi=0.348$.

The convergence rate can be read from the Fermi-weighted errors at $N=10$, which are $1.33\times10^{-4}$ for $n=8$ and $2.53\times10^{-10}$ for $n=20$. Their ratio to the power $1/24$ gives $|\zeta|\simeq1.73$. The bound for the full interval, with $h=0.125$ Ha, is 1.62. Ending the interval at $\mu$, where the weight drops, gives $h=0.105$ Ha and 1.76. The second value is an estimate rather than a bound, and the observed rate lies between the two.

The height also affects how far $G$ reaches in space, which matters if its matrix elements are to be truncated in a linear-scaling calculation. In an infinite uniform chain with hopping $-t$, the elements at separation $d\ne0$ obey $zG_d+t(G_{d+1}+G_{d-1})=0$. The decaying solution is $G_d\propto e^{iQ|d|}$ with $z=-2t\cos Q$ and $Q=k+i\kappa$, $\kappa>0$. The imaginary part of $z$ is then $2t\sin k\,\sinh\kappa$. Since $\sin k\le1$, every point of the line satisfies $\sinh\kappa\ge Y/2t$.

With the parameters above but no impurity or bond phase, the decay rate at $\mu+iY$ is $\kappa=0.595$ per site, a decay length of 1.7 sites. At the first Matsubara pole, only $\pi kT=0.0031$ Ha above the axis, it is 0.0316 per site, or about 32 sites. These rates come from solving the linear equations for $G$ on an 800-site ring and comparing its magnitude at separations 10 and 30. The leg is short-ranged as well: the real part of $z$ is $-2t\cos k\,\cosh\kappa$, so on the leg $\cosh\kappa\ge|E_b|/2t=2$. Raising the line makes its own Green functions short-ranged, but it cannot remove the long-ranged ones at the lowest poles. In this metallic chain they carry the spatial range that the density matrix has at the given temperature.
